\section*{Stieltjes imaging of hydrogen photoionisation: truncation error and moment precision, part 1}

(Sections cited here and not found follow in the second part.)

\section{The problem}

A hydrogen atom in its 1s state absorbs light in a series of lines and, above the series limit, in a continuum. With the nucleus held fixed the limit is half a hartree, 13.6057 eV; the finite nuclear mass lowers the energies of the real atom by about 0.05\%, so the energies quoted below are values of the fixed-nucleus model. The photoionisation cross section is a matrix element between the ground state and a scattering state, which is not square integrable. A calculation done with decaying basis functions has no such state. It can, however, deliver sums over the whole spectrum, such as the static polarisability, because these are expectation values of inverse powers of $H-E_0$ in the square-integrable state $z\psi_0$. Stieltjes imaging recovers the cross section from such sums. Two errors compete. Few sums resolve the spectrum poorly, and many sums must be known to very many digits. For hydrogen both errors can be worked out against exact results.

The nucleus is fixed, the interaction is taken in the dipole approximation, and the algebra is in atomic units. A field $\mathcal{E}\cos\omega t$ along $z$ drives transitions to energy-normalised states at the golden-rule rate $2\pi(\mathcal{E}/2)^2|z_{E0}|^2$, and it carries the photon flux $c\mathcal{E}^2/(8\pi\omega)$. The ratio is $\sigma=4\pi^2\omega|z_{E0}|^2/c$. Let $\varepsilon=\omega$ be the excitation energy and define oscillator strengths by $f_N=2\varepsilon_N|z_{N0}|^2$ for lines and $g(\varepsilon)=df/d\varepsilon=2\varepsilon|z_{E0}|^2$ for $\varepsilon>1/2$. With $1/c=\alpha$,
\begin{equation}
\sigma=2\pi^2\alpha a_0^2\,g ,\qquad 2\pi^2\alpha a_0^2=0.040336\ \text{\AA}^2 ,
\label{sigma}
\end{equation}
where $g$ is per hartree and one hartree is 27.211386 eV. The data are the moments
\begin{equation}
\mu_k=S(-k)=\sum_N f_N\varepsilon_N^{-k}+\int_{1/2}^\infty g\,\varepsilon^{-k}d\varepsilon=\int x^k\,df,\qquad x=\frac1\varepsilon .
\end{equation}
In the variable $x$ the continuum fills $(0,2)$ and the lines lie between 2 and $8/3$, the position of 2p. The support is bounded, so all $\mu_k$ exist, and since polynomials are dense among continuous functions on $[0,8/3]$ the full sequence fixes $df$.

\section{Exact moments}

The ground state is $2e^{-r}Y_{00}$ and $\cos\theta_r\,Y_{00}=Y_{10}/\sqrt3$, so $z\psi_0$ has $l=1$ and reduced radial function $(2/\sqrt3)\phi_0$ with $\phi_0=r^2e^{-r}$. On $l=1$ functions the excitation operator is
\begin{equation}
L=H+\tfrac12=-\tfrac12\frac{d^2}{dr^2}+\frac1{r^2}-\frac1r+\tfrac12 .
\end{equation}
It is symmetric on functions that vanish as $r^2$ and decay, because the boundary terms of the partial integration vanish, and its spectrum starts at $3/8$ (Section 3), so $X=L^{-1}$ is bounded. Completeness of the $l=1$ states gives
\begin{equation}
\mu_k=\tfrac83\langle\phi_0|L^{1-k}|\phi_0\rangle .
\label{mu}
\end{equation}
From $(r^me^{-r})''=[m(m-1)r^{m-2}-2mr^{m-1}+r^m]e^{-r}$, the terms in $r^m$ cancel, those in $r^{m-1}$ give $m-1$, and those in $r^{m-2}$ give $1-m(m-1)/2=-(m-2)(m+1)/2$:
\begin{equation}
L\,r^me^{-r}=\Big[(m-1)r^{m-1}-\tfrac12(m-2)(m+1)r^{m-2}\Big]e^{-r}.
\label{Lrm}
\end{equation}
To solve $L\sum_mc_mr^me^{-r}=\sum_{m=2}^Ms_mr^me^{-r}$, compare the coefficient of $r^{m-1}$: $(m-1)c_m-\frac12(m-1)(m+2)c_{m+1}=s_{m-1}$. Hence
\begin{equation}
c_m=\frac{s_{m-1}}{m-1}+\frac{m+2}{2}\,c_{m+1},\qquad m=M+1,\dots,2,
\label{rec}
\end{equation}
with $c_{M+2}=0$ and $s_1=0$. No $r^0$ term arises, since the second term of (\ref{Lrm}) vanishes at $m=2$. The solution is unique because $L$ is positive. So $\phi_k=X^k\phi_0$ is $e^{-r}$ times a polynomial with powers $r^2,\dots,r^{k+2}$ and non-zero top coefficient. With $I(p)=\int_0^\infty r^pe^{-2r}dr=p!/2^{p+1}$ every moment is rational. From $L\phi_0=re^{-r}$, $\mu_0=\frac83I(3)=1$, which is the Thomas--Reiche--Kuhn rule. Next $\mu_1=\frac83I(4)=2$. Equation (\ref{rec}) gives $\phi_1=(r^2+r^3/2)e^{-r}$, so $\mu_2=\frac83[\frac34+\frac{15}{16}]=\frac92$, the static polarisability. The recursion continues with $43/4$, $319/12$, $9673/144$, then $172.18808$, $445.7541$, $1162.0911$, $3045.1746$.

\section{Sturmian functions and the exact spectrum}

Multiplying (\ref{Lrm}) by $r$ shows that $rL$ maps $W_n=\mathrm{span}\{r^2,\dots,r^{n+1}\}e^{-r}$ into itself with a triangular matrix whose diagonal is $1,2,\dots,n$. There is therefore a function $s_j$ of degree exactly $j+2$ with
\begin{equation}
Ls_j=\frac{j+1}{r}\,s_j,\qquad j=0,1,\dots
\label{sturm}
\end{equation}
Symmetry of $L$ gives $(j-j')\int s_js_{j'}\,dr/r=0$. With $t=2r$ and $s_j=t^2\ell_j(t)e^{-t/2}$ this says that the polynomials $\ell_j$ of degree $j$ are orthogonal with weight $t^3e^{-t}$. The Laguerre polynomials
\begin{equation}
\ell_j=\frac{t^{-3}e^{t}}{j!}\frac{d^j}{dt^j}\big(t^{j+3}e^{-t}\big)=\sum_{m=0}^j\binom{j+3}{j-m}\frac{(-t)^m}{m!}
\end{equation}
have this property, since $j$ partial integrations move the derivatives onto the other factor and kill any polynomial of lower degree. Orthogonal polynomials are unique up to scale, so these are the $\ell_j$. The top coefficient is $\lambda_j=(-1)^j/j!$, so $d^j\ell_j/dt^j=(-1)^j$ and the same partial integrations give the norm $n_j=\int t^3e^{-t}\ell_j^2dt=(j+3)!/j!$. Expand $t\ell_j=A\ell_{j+1}+B\ell_j+\dots$. The top power gives $A=\lambda_j/\lambda_{j+1}=-(j+1)$. The second coefficient of $\ell_j$ is $-j(j+3)\lambda_j$, so the power $t^j$ gives $-j(j+3)=-(j+1)(j+4)+B$, or $B=2j+4$. Since $dr/r=dt/t$ and $dr=dt/2$,
\begin{align}
\langle s_j|L|s_{j'}\rangle&=(j+1)n_j\delta_{jj'},\nonumber\\
\langle s_j|s_j\rangle&=(j+2)n_j,\qquad\langle s_{j+1}|s_j\rangle=-\tfrac12(j+1)n_{j+1},
\label{ovl}
\end{align}
and overlaps with $|j-j'|>1$ vanish, because $t\ell_{j'}$ then has degree below $j$.

For the eigenstates, let $u$ solve $u''+(k^2+2/r-2/r^2)u=0$ with $u\to Dr^2$ at the origin and $\varepsilon=(1+k^2)/2$. Substituting $u=v/r$ and multiplying by $r^2$ gives $rv''-2v'+(k^2r+2)v=0$. For $V(\lambda)=\int_0^\infty ve^{-\lambda r}dr$, a derivative becomes a factor $\lambda$ (as $v(0)=v'(0)=0$) and a factor $r$ becomes $-d/d\lambda$, so $-(\lambda^2V)'-2\lambda V-k^2V'+2V=0$, that is
\begin{equation}
(\lambda^2+k^2)V'=(2-4\lambda)V .
\label{Vode}
\end{equation}
Integration, with the constant fixed by $V\to3!\,D/\lambda^4$ at large $\lambda$, gives
\begin{equation}
V=\frac{6D\,e^{-(2/k)\arctan(k/\lambda)}}{(\lambda^2+k^2)^2}=6D(\lambda+ik)^{-2+i/k}(\lambda-ik)^{-2-i/k},
\label{V}
\end{equation}
where the second form uses $\arctan(k/\lambda)=\frac1{2i}\ln\frac{\lambda+ik}{\lambda-ik}$. The radial dipole integral is $M=\int ur^2e^{-r}dr=-V'(1)=2V(1)/(1+k^2)$ by (\ref{Vode}).

In the continuum the local wave number is $k+1/(kr)+\dots$, so $u\to A\sin(kr+k^{-1}\ln r+\delta)$. The radial equations for $k$ and $k'$ give $(k^2-k'^2)\int_0^Ru_ku_{k'}dr=[u_ku_{k'}'-u_k'u_{k'}]_R\approx A^2k\sin((k-k')R)$, and $\sin(qR)/q\to\pi\delta(q)$ turns this into $\frac\pi2A^2\delta(k-k')=\frac\pi2A^2k\,\delta(E-E')$. Energy normalisation means $A^2=2/(\pi k)$. The term $(A/2i)e^{i\delta}r^{1+i/k}e^{ikr}$ of $v$ produces the singularity $(A/2i)e^{i\delta}\Gamma(2+i/k)(\lambda-ik)^{-2-i/k}$. In (\ref{V}) its coefficient is $6D(2ik)^{-2+i/k}$, of modulus $6|D|e^{-\pi/2k}/(4k^2)$. Using $|\Gamma(2+iy)|^2=(1+y^2)\pi y/\sinh\pi y$, which follows from the recurrence and reflection formulas,
\begin{equation}
D^2=\frac{2}{\pi k}\,\frac{k^4}{9}\,\Big(1+\frac1{k^2}\Big)\frac{\pi}{k}\,\frac{e^{\pi/k}}{\sinh(\pi/k)}=\frac49\,\frac{1+k^2}{1-e^{-2\pi/k}} .
\end{equation}
With $M=12D(1+k^2)^{-3}e^{-2\arctan k/k}$ and $g=\frac83\varepsilon M^2$, the numerical factor is $\frac43\cdot144\cdot\frac49=\frac{256}3$:
\begin{equation}
g=\frac{2^8}{3}\,\frac{e^{-4\arctan k/k}}{(1+k^2)^4\,(1-e^{-2\pi/k})}.
\label{g}
\end{equation}
At threshold $g=\frac{256}3e^{-4}=1.56293$, so $\sigma=0.06304$ \AA$^2$ (6.304 Mb). At large $k$, $g\propto k^{-7}\propto\varepsilon^{-7/2}$, so the positive moments $S(p)$ diverge for $p\ge5/2$, and only the negative sequence can be continued.

For negative energy put $k=i/N$ with $N>0$. Then $V=6D(\lambda-1/N)^{N-2}(\lambda+1/N)^{-N-2}$. A decaying $u$ has a transform analytic for $\mathrm{Re}\,\lambda>0$, which requires an integer $N\ge2$. So $\varepsilon_N=\frac12(1-N^{-2})\ge3/8$. Equation (\ref{sturm}) reads $(-\frac12d_r^2+r^{-2}+\frac12)s_j=(j+2)s_j/r$, and rescaling $r\to r/N$ with $j=N-2$ shows that $s_{N-2}(r/N)$ is the eigenfunction. By (\ref{ovl}) its squared norm is $N\cdot N\,n_{N-2}=N^3(N^2-1)$, and its $r^2$ coefficient is $(2/N)^2\ell_{N-2}(0)=(4/N^2)N(N^2-1)/6$. Thus $D^2=\frac49(N^2-1)/N^5$, $M=12D(1-1/N)^{N-3}(1+1/N)^{-N-3}$, and $f_N=\frac83\varepsilon_NM^2$ is
\begin{equation}
f_N=\frac{2^8N^5(N-1)^{2N-4}}{3(N+1)^{2N+4}} .
\label{fN}
\end{equation}
The 2p line at 10.20427 eV has $f=0.416197$, and all lines together carry 0.565004. As $N\to\infty$, $f_N/(d\varepsilon_N/dN)=N^3f_N\to\frac{256}3e^{-4}$, so the smoothed strength of the series joins the continuum without a jump. The numerical check tests (\ref{g}) and (\ref{fN}) against quadrature of the matrix elements, and $\mu_0,\mu_1,\mu_2,\mu_5,\mu_9$ against the sum plus integral over this spectrum.

\section{The algorithm}

Let $\pi_j$ be the monic polynomials orthogonal with respect to $df$, with $h_j=\int\pi_j^2df$. Since $x\pi_j$ is orthogonal to polynomials of degree below $j-1$,
\begin{equation}
\pi_{j+1}=(x-a_j)\pi_j-\beta_j\pi_{j-1}.
\end{equation}
Define $\tau_{j,l}=\int\pi_jx^l\,df$, so $\tau_{0,l}=\mu_l$, $\tau_{j,l}=0$ for $l<j$ and $\tau_{j,j}=h_j$. Multiplying the recurrence by $x^l$ and integrating gives $\tau_{j+1,l}=\tau_{j,l+1}-a_j\tau_{j,l}-\beta_j\tau_{j-1,l}$. The conditions $\tau_{j+1,j-1}=0$ and $\tau_{j+1,j}=0$ give
\begin{equation}
\beta_j=\frac{\tau_{j,j}}{\tau_{j-1,j-1}},\qquad a_j=\frac{\tau_{j,j+1}}{\tau_{j,j}}-\frac{\tau_{j-1,j}}{\tau_{j-1,j-1}} .
\end{equation}
This is the Chebyshev algorithm. It yields $a_0,\dots,a_{n-1}$ and $\beta_1,\dots,\beta_{n-1}$ from $\mu_0,\dots,\mu_{2n-1}$ in $O(n^2)$ operations. By hand, $a_0=2$, $\tau_{1,1}=\frac92-4=\frac12=\beta_1$, $\tau_{1,2}=\frac{43}4-9=\frac74$ and $a_1=\frac72-2=\frac32$.

With $b_j=\sqrt{\beta_j}$ the orthonormal $p_j=\pi_j/\sqrt{h_j}$ obey
\begin{equation}
b_{j+1}p_{j+1}=(x-a_j)p_j-b_jp_{j-1},\qquad p_0=1 .
\label{orth}
\end{equation}
At a root of $p_n$ the first $n$ of these equations say that $(p_0,\dots,p_{n-1})$ is an eigenvector of the symmetric tridiagonal Jacobi matrix $J$ with diagonal $a_j$ and off-diagonal $b_j$. An eigenvector is fixed by its first component through (\ref{orth}), so the $n$ real eigenvalues are distinct. They are ordered $x_1>\dots>x_n$, and $\varepsilon_i=1/x_i$. Let $l_i$ be the Lagrange polynomials on the nodes and $f_i=\int l_i\,df$. Any $P$ of degree at most $2n-1$ is $qp_n+R$ with $q,R$ of degree below $n$. The first term integrates to zero and vanishes at the nodes, and $R=\sum_iR(x_i)l_i$, so
\begin{equation}
\int P\,df=\sum_if_iP(x_i).
\label{gauss}
\end{equation}
Taking $P=l_i^2$ shows $f_i>0$. Taking $P=p_jp_{j'}$ shows that $\sqrt{f_i}\,p_j(x_i)$ is an orthogonal matrix, so $f_i$ is the squared first component of the unit eigenvector and $1/f_i=\sum_{j<n}p_j(x_i)^2$. Multiplying (\ref{orth}) at $x$ by $p_j(y)$, subtracting the same with $x$ and $y$ exchanged, and summing over $j$ telescopes. The limit $y\to x$ is the Christoffel--Darboux identity
\begin{equation}
\sum_{j<n}p_j^2=b_n(p_n'p_{n-1}-p_{n-1}'p_n),\qquad f_i=\frac1{b_np_n'(x_i)p_{n-1}(x_i)} .
\label{cd}
\end{equation}

\subsection*{What the rule is for hydrogen}

Map a polynomial $P$ to the function $P(X)\phi_0$. By (\ref{mu}), $\int PQ\,df=\frac83\langle P(X)\phi_0|L|Q(X)\phi_0\rangle$, and by (\ref{rec}) polynomials of degree below $n$ map onto $W_n$, degree $j$ going to degree $j+2$. The $s_j$ have these degrees and are $L$-orthogonal, so $p_j$ maps to a multiple of $s_j$. Because $LX=1$, $J_{jj'}=\int xp_jp_{j'}df$ is the plain overlap of the $L$-normalised $s_j$. From (\ref{ovl}), with $n_{j+1}/n_j=(j+4)/(j+1)$, $\beta_{j+1}=\frac14(j+1)^2n_{j+1}^2/[(j+1)n_j(j+2)n_{j+1}]=(j+4)/[4(j+2)]$, so
\begin{equation}
a_j=\frac{j+2}{j+1},\qquad\beta_j=\frac{j+3}{4(j+1)} .
\label{ab}
\end{equation}
The program confirms (\ref{ab}) in rational arithmetic up to $j=40$. The eigenproblem of $J$ is $Sc=xLc$ in the basis $W_n$, with $S$ the overlap matrix, which is the Rayleigh--Ritz problem $Lc=\varepsilon Sc$. The nodes are pseudostate energies. For an eigenvector normalised by $c^TSc=1$ one has $c^TLc=\varepsilon$, and its squared $L$-overlap with the $L$-normalised $\phi_0$ is $\frac83(\varepsilon\langle c|\phi_0\rangle)^2/\varepsilon$, the pseudostate oscillator strength; this is $f_i$. A direct diagonalisation of the Hamiltonian matrix at $n=8$ is tested against the moment route. The min--max principle, applied on a subspace, gives $\varepsilon_i\ge\varepsilon_{N=i+1}$, and positivity of $S$ and $L$ gives $x_i>0$. The closed form (\ref{ab}) allows the rule to be built at any $n$ without moments, which separates the two errors.

\section{Bounds on the cumulative strength}

Let $F(\varepsilon)$ be the strength at excitation energies up to $\varepsilon$. For $i<n$ let $P$ be the polynomial of degree at most $2n-2$ fixed by the $2n-1$ Hermite conditions $P(x_j)=1$ for $j\le i$, $P(x_j)=0$ for $j>i$, $P'(x_j)=0$ for $j\ne i$. Rolle's theorem gives $P'$ a zero between each pair of neighbouring nodes with equal values, $(i-1)+(n-i-1)=n-2$ in all. With the $n-1$ imposed zeros this makes $2n-3$, the largest number $P'$ can have. All are therefore simple, and $P'$ changes sign at each and nowhere else. On $(x_{i+1},x_i]$ there is none, so $P$ rises there from 0 to 1. Going left or right, minima at nodes alternate with maxima between them. Hence $P\ge0$ for $x<x_i$ and $P\ge1$ for $x\ge x_i$, with equality only at nodes. Integrating with (\ref{gauss}), and noting that $df$ has weight away from the nodes, $F(\varepsilon_i)<\sum_{j\le i}f_j$. For $i=n$ the bound is the total strength 1, and it is strict because the continuum extends above $\varepsilon_n$. The mirror construction bounds the strength at and above $\varepsilon_i$ by $\sum_{j\ge i}f_j$. Together these are the Chebyshev--Markov--Stieltjes inequalities
\begin{equation}
\sum_{j<i}f_j<F(\varepsilon_i)<\sum_{j\le i}f_j ,
\label{cms}
\end{equation}
where for $i=1$ the lower bound is strict only because the 2p line lies below $\varepsilon_1$. The centre of bracket $i$ is $\sum_{j<i}f_j+f_i/2$. The slope between neighbouring centres is the Stieltjes derivative
\begin{equation}
g_i=\frac{f_i+f_{i+1}}{2\Delta_i},\qquad\Delta_i=\varepsilon_{i+1}-\varepsilon_i ,
\label{gi}
\end{equation}
assigned to $\bar\varepsilon_i=(\varepsilon_i+\varepsilon_{i+1})/2$. The inequalities do not make it accurate: they allow $F(\varepsilon_{i+1})-F(\varepsilon_i)$ to lie anywhere between 0 and $f_i+f_{i+1}$, that is within 100\% of the estimate, at every $n$.

Ten moments give this rule.
\begin{center}
\begin{tabular}{rrrrr}
$\varepsilon_i$ (eV) & $f_i$ & lower & $F$ & upper\\
10.2131 & 0.424574 & 0.00000 & 0.41620 & 0.42457\\
13.0213 & 0.218381 & 0.42457 & 0.52429 & 0.64296\\
18.5971 & 0.212823 & 0.64296 & 0.75464 & 0.85578\\
34.1746 & 0.117974 & 0.85578 & 0.92412 & 0.97375\\
100.8679 & 0.026247 & 0.97375 & 0.99195 & 1.00000
\end{tabular}
\end{center}
The first node lies above the 2p line and has $f_1>f_{2p}$, as (\ref{cms}) demands. The brackets are tested at $n=5$, 8 and 14. For the pair $(3,4)$, $\Delta=15.5775$ eV, or $15.5775/27.211386=0.57246$ hartree, so $g_3=0.330797/(2\times0.57246)=0.28892$ and $\sigma=0.040336\times0.28892=0.011654$ \AA$^2$ at 26.3858 eV. The exact value there is 0.010166 \AA$^2$, so the estimate is 14.6\% high relative to it. The pair $(2,3)$ gives 0.042442 against 0.042120 \AA$^2$ at 15.8092 eV, and the pair $(4,5)$ gives 0.001187 against 0.000643 \AA$^2$ at 67.5212 eV. The pair $(1,2)$ returns 0.125653 \AA$^2$ at 11.6172 eV, below threshold, where the number is not a cross section. Nor is it the average over the lines between the two nodes: their strength, $0.52429-0.41620$, would give 0.0422 \AA$^2$. The 2p line lies just below $\varepsilon_1$, outside the interval, yet half of $f_1$ is counted. The nodes and weights do not mark the threshold. The recurrence coefficients do, in the limit: by (\ref{ab}) $a_j\to1$ and $b_j\to\frac12$, and $a+2b=2$ is the upper edge of the continuum in $x$, but reading it off requires an extrapolation in $j$.

\section{Truncation error of the derivative}

\subsection*{An exact formula for the weights}

Define $Q_j(z)=\int p_j(y)\,df(y)/(z-y)$. Writing $y-a_j=(z-a_j)-(z-y)$ in (\ref{orth}) shows that $Q_j$ obeys the same recurrence for $j\ge1$, since $\int p_j\,df=0$, while $b_1Q_1=(z-a_0)Q_0-1$. For two solutions the combination $b_j(p_jQ_{j-1}-p_{j-1}Q_j)$ is independent of $j$, as elimination of $(z-a_j)$ between the two recurrences shows. At $j=1$ it is $(z-a_0)Q_0-[(z-a_0)Q_0-1]=1$. For $x$ in $(0,2)$ let $w$ be the density of $df$ in $x$, so $w\,|dx|=g\,d\varepsilon$. Then $\mathrm{Im}\,Q_j(x+i0)=-\pi wp_j$. Write $Q_n=|Q_n|e^{-i\varphi_n}$, so that $\pi wp_n=|Q_n|\sin\varphi_n$; $Q_n$ never vanishes, for then $p_n$ would vanish too and the invariant could not be 1. At a node $\sin\varphi_n=0$, differentiation gives $\pi wp_n'=\mathrm{Re}\,Q_n\,\varphi_n'$, and the invariant gives $-b_np_{n-1}\mathrm{Re}\,Q_n=1$. With (\ref{cd}),
\begin{equation}
f_i=-\frac{\mathrm{Re}\,Q_n}{p_n'}=-\frac{\pi w}{d\varphi_n/dx}=g\,\frac{d\varepsilon}{d\xi}\Big|_{\varepsilon_i},\qquad\xi=\frac{\varphi_n}{\pi}.
\label{heller}
\end{equation}
Since $f_i>0$, $\xi$ crosses integers only upwards in $\varepsilon$, and neighbouring continuum nodes sit at consecutive integers. A weight is the local density times the local node spacing, with the spacing defined by the smooth interpolant $\xi$.

\subsection*{Large-$j$ solutions of the recurrence}

From (\ref{ab}), $a_j=1+1/j+O(j^{-2})$ and $b_j=\frac12(1+1/j)+O(j^{-2})$. Seek solutions at argument $y$ with $y_{j+1}/y_j=\varrho(1+\gamma/j+O(j^{-2}))$, which implies $y_j\propto\varrho^jj^\gamma$. This form is assumed here, not proved; its consequences are tested numerically. Dividing the recurrence by $y_j$,
\begin{equation}
\tfrac\varrho2\Big(1+\frac{1+\gamma}j\Big)+\tfrac1{2\varrho}\Big(1+\frac{1-\gamma}j\Big)=y-1-\frac1j .
\end{equation}
Order $j^0$ gives the first relation below. Order $j^{-1}$ gives $\frac\gamma2(\varrho-1/\varrho)=-1-(y-1)$:
\begin{equation}
\varrho+\frac1\varrho=2(y-1),\qquad\gamma=-\frac{2y}{\varrho-1/\varrho}.
\label{asym}
\end{equation}
In the continuum set $x=1+\cos\theta$. Then $\varepsilon=1/(1+\cos\theta)=\frac12\sec^2(\theta/2)$, so $k=\tan(\theta/2)$, with $\theta=0$ at threshold. For $\mathrm{Im}\,z>0$ the $Q_j$ are expansion coefficients of a square-integrable function and must decay. Since $\cos(\theta-i\epsilon)\approx\cos\theta+i\epsilon\sin\theta$, the decaying root is $\varrho=e^{-i\theta}e^{-\epsilon}$. Assuming that the limit $\epsilon\to0$ is uniform, $Q_j(x+i0)$ is the single wave $\varrho=e^{-i\theta}$ with $\gamma=-i(1+\cos\theta)/\sin\theta=-i/k$, and
\begin{equation}
\varphi_n=n\theta+\frac{\ln n}k+c(\theta)+O(1/n),\qquad\frac\pi h=\frac{d\varphi_n}{d\theta}=n-\frac{\ln n}{2\sin^2(\theta/2)}+c'(\theta),
\label{phase}
\end{equation}
where $h$ is the node spacing in $\theta$ and $c$ is smooth and does not oscillate with $n$. The logarithm has the same coefficient $1/k$ as the Coulomb phase $k^{-1}\ln r$ of Section 3. At $\theta=\pi/2$, one hartree, $\pi/h-n$ is $-4.787$ at $n=800$ and $-6.170$ at $n=3200$. The difference, $-1.383$, is tested against $-\ln4=-1.386$.

This part has derived hydrogen's exact moments and spectrum, built the quadrature rule and the Stieltjes derivative from them, and related the rule's weights to the local density and node spacing, with a large-$n$ phase that rests on an assumed asymptotic form. What remains is to obtain the truncation-error law, find how errors in the moments are amplified, balance the two errors, and see what modified moments gain.
